# Why Cut Diblock Copolymers Lose Uniformity at Weaker Repulsion

**A molecule of two beads**

Take a dense liquid of dumbbells, each made of one A bead and one B bead joined by a flexible bond. The beads have equal volume and the liquid is incompressible, so the local volume fractions obey $\phi_A+\phi_B=1$. Unlike beads repel: the interaction energy per bead, in units of $kT$, is $\chi\phi_A\phi_B$. At what $\chi$ does the uniform liquid become unstable?

Suppose a weak composition wave is present,

$$\phi_A=\tfrac12+\psi\cos(\mathbf q\cdot\mathbf r),\qquad \phi_B=\tfrac12-\psi\cos(\mathbf q\cdot\mathbf r).$$

In mean field an A bead feels the potential $\chi\phi_B$ and a B bead feels $\chi\phi_A$. Apart from a constant, these are $-u\cos(\mathbf q\cdot\mathbf r)$ for A and $+u\cos(\mathbf q\cdot\mathbf r)$ for B, with $u=\chi\psi$. The wave pulls A beads toward its crests and pushes B beads away. It sustains itself if the response to this pull is at least as large as the wave.

If the bonds are cut, each bead follows its own Boltzmann factor. To first order an A bead at $\mathbf r$ has weight $1+u\cos(\mathbf q\cdot\mathbf r)$. Half the beads are A, so the response is $\psi=u/2$. Setting $u=\chi\psi$ gives $\chi=2$.

If the bonds are intact, an A bead at $\mathbf r$ brings a B partner at $\mathbf r+\boldsymbol\Delta$, and the weight contains both energies:

$$1+u\cos(\mathbf q\cdot\mathbf r)-u\cos[\mathbf q\cdot(\mathbf r+\boldsymbol\Delta)].$$

For a Gaussian bond of root-mean-square length $\ell$, averaging over $\boldsymbol\Delta$ turns the last cosine into $G\cos(\mathbf q\cdot\mathbf r)$, where $G=e^{-q^2\ell^2/6}$. The response falls to $\psi=u(1-G)/2$, and the threshold is $\chi=2/(1-G)$. With $N=2$ beads in the original molecule,

$$\chi N=4\ \text{(cut)},\qquad \chi N=\frac{4}{1-G(q)}\ \text{(uncut)}.$$

For a long wave $G\to1$ and the uncut threshold diverges. Both beads sit in nearly the same field, one is pulled as hard as the other is pushed, and the molecule has no reason to move. For a very short wave $G\to0$, the partner's position is random relative to the wave, and the threshold returns to 4.

So the bond forbids long waves, but in this toy liquid it does not raise the lowest threshold, because point beads can follow waves of any shortness. A polymer block cannot: it is spread over a coil, and a short wave pulls different parts of it in different directions. A diblock therefore pays at both ends of the spectrum.

**The same argument for long chains**

Now let each molecule have $N$ segments, $N/2$ of A followed by $N/2$ of B, with equal segment volumes and equal statistical length $\ell$. The chains are Gaussian, as is usual in a melt. The parameter $\chi$ is defined per segment and is held fixed when the junctions are cut. Throughout, $N$ means the length of the original diblock, so each cut piece has $N/2$ segments.

The field multiplies the weight of a chain conformation by

$$1+u\sum_{i\in A}\cos(\mathbf q\cdot\mathbf r_i)-u\sum_{j\in B}\cos(\mathbf q\cdot\mathbf r_j).$$

Fix one A segment $i$ at $\mathbf r$ and average over the rest of its chain. Another segment $k$ contributes $\cos(\mathbf q\cdot\mathbf r)$ times

$$G_{ik}=e^{-q^2\ell^2|i-k|/6}=e^{-x|i-k|/N},\qquad x=q^2R_g^2,\quad R_g^2=\frac{N\ell^2}{6},$$

where $R_g$ is the radius of gyration of the uncut chain. Each segment of the chain accounts for a mean volume fraction $1/N$. Summing over all A segments gives

$$\psi=(a-b)\,u,\qquad a=\frac1N\sum_{i,k\in A}G_{ik},\qquad b=\frac1N\sum_{i\in A,\,j\in B}G_{ij}.$$

By symmetry the B fraction changes by $-\psi$. The total density is undisturbed, so no pressure field is needed at this order. Inserting $u=\chi\psi$ gives the condition $\chi(a-b)=1$.

For long chains the sums become integrals over $s=i/N$. Within one block,

$$\frac aN=2\int_0^{1/2}\!ds\int_0^s\!ds'\,e^{-x(s-s')}=\frac2x\int_0^{1/2}(1-e^{-xs})\,ds=\frac{2\left(x/2-1+e^{-x/2}\right)}{x^2}.$$

The factor 2 counts both orderings of the pair. In terms of the Debye function $g(y)=2(y-1+e^{-y})/y^2$ with $y=x/2$, so that $x^2=4y^2$, this is $a/N=g(x/2)/4$.

For a pair on different blocks, measure $s$ and $t$ outward from the junction. Their separation along the chain is $s+t$, and the integral factorizes:

$$\frac bN=\left(\int_0^{1/2}e^{-xs}ds\right)^2=h^2,\qquad h=\frac{1-e^{-x/2}}{x}.$$

Cutting the junction leaves $a$ untouched, because a block's internal statistics do not depend on what hangs from its end. It sets $b=0$, because the two blocks no longer know where the other is. The value of $\chi N$ at which a wave $x$ becomes unstable, called $C(x)$ below, is therefore

$$C_{\rm cut}(x)=\frac{4}{g(x/2)},\qquad C_{\rm uncut}(x)=\frac{4}{g(x/2)-4h^2}.$$

Since $h^2>0$, cutting lowers the threshold of every wave.

**Where the 4 comes from**

The function $g$ is an average of decaying exponentials over pairs of segments. It equals 1 at $x=0$ and falls as $x$ grows. The cut melt is therefore least stable at $x=0$, where $\chi N=4$. This is an instability toward macroscopic demixing.

The Flory–Huggins free energy gives the same value. For blocks of $N/2$ segments, the entropy of mixing contributes $(2/N)[\phi\ln\phi+(1-\phi)\ln(1-\phi)]$ to the free energy per segment, in units of $kT$. Adding the contact energy and multiplying by $N$ gives the free energy per $N$ segments,

$$F(\phi)=2[\phi\ln\phi+(1-\phi)\ln(1-\phi)]+\chi N\phi(1-\phi).$$

Its second derivative is $2/[\phi(1-\phi)]-2\chi N$, which at $\phi=1/2$ is $8-2\chi N$ and vanishes at $\chi N=4$. In terms of the pieces' own length the condition reads $\chi(N/2)=2$. The number 4 is the ordinary critical point of a symmetric polymer blend, expressed in the length of a chain that no longer exists.

**Where the 10.5 comes from**

For long waves, expand in small $x$. From $g(y)\approx1-y/3$ we have $g(x/2)\approx1-x/6$. From $h\approx\tfrac12-x/8$ we have $4h^2\approx(1-x/4)^2\approx1-x/2$. The leading ones cancel, which is the dumbbell's cancellation again, and

$$g-4h^2\approx\frac x3,\qquad C_{\rm uncut}\approx\frac{12}{x}.$$

For short waves, drop $e^{-x/2}$. Then $g\approx4/x-8/x^2$ and $4h^2\approx4/x^2$, so

$$C_{\rm cut}\approx\frac{x}{1-2/x}\approx x+2,\qquad C_{\rm uncut}\approx\frac{x}{1-3/x}\approx x+3.$$

For the continuous chain both grow without limit, since a coil much larger than the wavelength averages the field away. (For a chain of $N$ point beads both level off at $2N$ once the wavelength approaches $\ell$, as in the dumbbell.) The junction now hardly matters: it affects only segments within about a wavelength of it, and the two thresholds differ by 1 out of a large number.

The uncut threshold thus rises at both ends and has a minimum between them. Numerical minimization places it at $x=3.785$, a wavelength of $2\pi R_g/\sqrt{3.785}=3.23R_g$, with $\chi N=10.495$. This is an instability toward a pattern of molecular size.

At that wavevector $g=0.5825$ and $4h^2=0.2014$. The rise from 4 can be taken in two steps:

- Moving the cut melt from infinite wavelength to this one raises its threshold from 4 to $4/0.5825=6.87$. This is the price of a wave comparable in size to the coil.
- Joining the blocks raises it from 6.87 to $4/(0.5825-0.2014)=10.50$. This is the price of the remaining cancellation between the two halves.

The junction is responsible for both. It causes the second directly, and the first by closing off the long waves that the cut melt would use.

**Why the added entropy does not stabilize the mixture**

Cutting doubles the number of molecules and changes no contact energy. More molecules have more translational entropy, which might seem to favour mixing. But stability depends on how the free energy changes when a wave appears, not on its value in the uniform state.

That change follows from the response. Let the chains' entropic cost of a wave be $K\psi^2/2$ per segment. An applied field $u$ adds the spatial average of $-2u\psi\cos^2(\mathbf q\cdot\mathbf r)$, which is $-u\psi$. The minimum lies at $\psi=u/K$, and comparison with $\psi=(a-b)u$ gives $K=1/(a-b)=C/N$. The interaction $\chi\phi_A\phi_B$ changes on average by $-\chi\psi^2/2$. Per original chain, then,

$$\Delta F=\frac{\psi^2}{2}\,[C(x)-\chi N].$$

Cutting reduces $C$ at every $x$. The freed blocks do lose translational entropy when they demix, and that loss is what the 4 measures. The joined blocks face a larger cost, because an A-rich region can form only if chains are placed and oriented so that their B halves lie elsewhere. For a region much larger than a chain, no arrangement of intact chains achieves this.

**Cutting some of the junctions**

Let a randomly chosen fraction $p$ of the chains be cut. The cross-correlation survives only in the others, so

$$C(x)=\frac{4}{g(x/2)-(1-p)\,4h^2}.$$

For small $x$ the denominator is

$$1-\frac x6-(1-p)\left(1-\frac x2\right)=p+x\left(\frac{1-p}{2}-\frac16\right).$$

At $x=0$ the threshold is $4/p$: any cut chains at all make macroscopic demixing possible in principle. Whether it comes first depends on the slope. For $p<2/3$ the denominator rises with $x$, so some finite wavelength is less stable than the infinite one. At $p=2/3$ the slope vanishes, and the threshold there is $4/(2/3)=6$. Above $2/3$ the slope is negative; numerical scans at $p=0.70$ and $0.80$ find the lowest threshold at zero wavevector, as the slope suggests.

Minimizing over $x$ numerically gives thresholds of 9.93, 7.35 and 5.00 for $p=0.1$, $0.5$ and $0.8$. The value 4 belongs to complete cutting. These are limits of stability of the uniform melt, not a full phase diagram of the three-component mixture.

**A melt between the two thresholds**

Take $N=200$, $\chi=0.04$ and $\ell=0.70$ nm. Then $\chi N=8.0$ and $R_g=0.70\sqrt{200/6}=4.04$ nm. The uncut melt is below its threshold and the cut melt is at twice its own. In mean field, at this $\chi$, cutting switches the stability of any chain with $N$ between $4/0.04=100$ and $10.495/0.04\approx262$. For $N=200$, the uniform melt reaches its mean-field instability once about 41% of the junctions are cut; fluctuations, discussed below, shift such limits.

The linear argument says nothing about large waves. For these, the self-consistent field equations were solved numerically: each block's distribution is found from a diffusion equation in the mean field, the field is recomputed from the densities, and the cycle is repeated. The box was one critical period long, $3.23R_g$ or 13.1 nm, and the starting field was strongly segregating.

With intact chains the profile decayed to a uniform A fraction of 0.500. With cut chains, at the same $\chi N=8$ and in the same box, a wave with a peak A fraction of 0.79 remained. This agrees with the linear thresholds for that wavelength, 10.5 and 6.87, which lie on either side of 8.

Given more room, the cut chains separate further. By symmetry the coexisting phases lie at the two minima of $F(\phi)$, where $F'=0$:

$$\ln\frac{\phi}{1-\phi}=\frac{\chi N}{2}(2\phi-1)=4(2\phi-1).$$

The A-rich solution is $\phi=0.979$. A box of $20R_g$, about 81 nm, gave the same peak value.

**What mean field leaves out**

The composition also fluctuates thermally. If $v$ is the segment volume, a region of volume $V$ holds $V/v$ segments, and a cosine wave in it costs $(V/v)(\psi^2/2)(C-\chi N)/N$. Equipartition then gives $\langle\psi^2\rangle=vN/[V(C-\chi N)]$. A wave contributes $\psi^2/2$ to the mean-square composition. Summing over wavevectors, and subtracting the part already present at $\chi=0$, gives the excess variance

$$\sigma^2=\frac{vN}{2}\int\!\frac{d^3q}{(2\pi)^3}\left[\frac{1}{C-\chi N}-\frac1C\right].$$

For the cut melt at its threshold, $C-4\approx2x/3$ at small $x$. The factor $q^2$ in the volume element cancels this zero, and the integral is finite. With $v=0.15$ nm³ it gives $\sigma=0.22$. To estimate the effect, put $\phi=\tfrac12+\delta$ in the curvature of $F$: since $2/(\tfrac14-\delta^2)\approx8+32\delta^2$, its average is $8+32\sigma^2-2\chi N$. The threshold moves up by $16\sigma^2\approx0.8$, to about 4.8. This Hartree estimate ignores the wavevector dependence of the quartic term and all higher terms. The next term in the curvature, $128\delta^4$, would by itself add about 0.5 to the shift for Gaussian $\delta$. Stopping the integral at $q=1/\ell$, where the Gaussian coil ceases to describe a real chain, lowers $\sigma$ to 0.20 and the shift to about 0.7. The wavevector dependence matters as well. In a blend the quartic term scales as $1/g$, and the integral then grows linearly with the cutoff, giving a shift of 1.3 at $q=1/\ell$. If that cutoff-dependent part is absorbed into the definition of $\chi$, only about 0.3 remains. The shift is therefore upward, between a few tenths and a little over one depending on how $\chi$ is defined, and 0.8 is not a precise correction.

The uncut melt behaves differently. Its soft waves fill a whole sphere $|\mathbf q|=q^*$. Near it $C-\chi N\approx\tau+\kappa(q-q^*)^2$, where $\tau$ is the distance from threshold and $\kappa$ a positive constant. The integral over $q$ then grows as $\tau^{-1/2}$. Numerically, reducing $\tau$ from 0.01 to 0.0025 multiplies the variance by 1.96, close to the expected 2.

The Gaussian theory therefore fails at the very point where it predicts the transition, and 10.495 is a mean-field value only. Fluctuations raise the ordering threshold, and by more than in the blend. The shift is not derived here, but a Hartree treatment of these soft waves gives roughly $41\bar N^{-1/3}$ with $\bar N=N\ell^6/v^2$. For the example $\bar N\approx1050$, which puts ordering near $\chi N\approx14.6$ and moves the upper end of the window from $N\approx262$ to about 350. These are estimates, not precise values. Even at $\chi N=8$ the uncut melt has $\sigma\approx0.2$, which is not small beside the mean composition of 0.5. The second digit depends on where the integral stops: it is 0.23 with no cutoff and 0.19 with a cutoff at $q=1/\ell$, beyond which the Gaussian coil is no longer a reliable picture of a real chain.

**Beside a real patterning material**

The parameters are round numbers in the rough regime of styrene–methacrylate diblocks, a material used in directed self-assembly, annealed near 450 K. The chain is shorter than those used for patterning, which are chosen to order and so lie above the uncut threshold. For them, cutting would not start segregation. In this model it would remove the link that sets the period, leaving macroscopic demixing as the favoured state, while how fast a film coarsens depends on mobility and surfaces.

Real blocks also vary in length. For independent gamma-distributed blocks with a weight-to-number ratio of 1.1, $e^{-x/2}$ is replaced in $a$ and $b$ by its average, $(1+x/20)^{-10}$. The thresholds become 9.70 and 3.64, lower than the uniform-length values by about 8% and 9%. If $\chi$ varied as $1/T$, a change of 30 K either way would move $\chi N$ between 7.5 and 8.6. Neither effect, nor the estimated blend shift, takes the example out of its window.

A cleavage reaction that leaves polar end groups may change $\chi$ itself, and unequal blocks or segment sizes break the symmetry used here. The comparison of 10.5 with 4 isolates the junction: same segments, same contacts, same $\chi$, and one correlation removed.
